# Silica–Water–Silica Hamaker Constant from the Tabor–Winterton Formula

## Problem

After oxide polishing, silica abrasive particles may remain close to a silica film during the water rinse. To find the material constant that sets their van der Waals attraction, replace particle and film by two thick, flat silica bodies (medium 1) separated by a water gap (medium 3) of thickness $h$. The free energy per area, measured from infinite separation, is written

$$G(h)=-\frac{A}{12\pi h^2},$$

where $A$ is the Hamaker constant. Positive $A$ means attraction.

Use these rough typical values at $T=298$ K:

- static relative permittivities $\varepsilon_1=3.8$ and $\varepsilon_3=78$;
- visible refractive indices $n_1=1.45$ and $n_3=1.33$;
- one ultraviolet absorption frequency for both media, $\nu_e=3.2\times10^{15}$ Hz.

Ignore dissolved salt and the travel time of light across the gap.

(a) Find the electromagnetic surface modes of the gap.

(b) Derive the electronic contribution to $A$ from their zero-point energy.

(c) Derive the zero-frequency contribution, due to water dipoles and slow lattice polarization. The sum of the two contributions is the Tabor–Winterton formula.

(d) Evaluate both contributions in zJ ($1\ \text{zJ}=10^{-21}$ J), and judge how far the total can be trusted.

## Hints

1. Without retardation the potential obeys Laplace's equation. A wave of wavenumber $k$ along the surfaces varies as $e^{\pm kz}$ across them.
2. Describe the electrons of each medium by one undamped oscillator. Visible light is too fast for the lattice and dipoles but well below the ultraviolet resonance, so $n^2$ approximates the low-frequency electronic permittivity.
3. The gap couples two equal surface modes. One rises and the other falls in frequency. Expand the sum of the two to second order in the coupling.
4. A classical oscillator has free energy $kT\ln(\hbar\omega/kT)$ when $\hbar\omega\ll kT$. Here $kT$ denotes thermal energy; elsewhere $k$ alone is the wavenumber. You need the product of the mode frequencies, not each one.

## Solution

### (a) Surface modes

Let the gap occupy $0<z<h$. Leaving out the common factor that describes the wave along the surface, the potential is

$$\phi=\begin{cases}a\,e^{kz}, & z<0\\ b\,e^{kz}+c\,e^{-kz}, & 0<z<h\\ d\,e^{-k(z-h)}, & z>h.\end{cases}$$

Both $\phi$ and $\varepsilon\,\partial\phi/\partial z$ are continuous. At $z=0$ this gives $a=b+c$ and $\varepsilon_1a=\varepsilon_3(b-c)$. Eliminating $a$,

$$(\varepsilon_1-\varepsilon_3)b=-(\varepsilon_1+\varepsilon_3)c,
\qquad c=-\Delta b,\qquad
\Delta=\frac{\varepsilon_1-\varepsilon_3}{\varepsilon_1+\varepsilon_3}.$$

At $z=h$ the conditions are $d=be^{kh}+ce^{-kh}$ and $-\varepsilon_1d=\varepsilon_3(be^{kh}-ce^{-kh})$. Eliminating $d$ gives $b=-\Delta c\,e^{-2kh}$. The two relations between $b$ and $c$ agree for a nonzero field if

$$\mathcal D(\omega)\equiv1-\Delta(\omega)^2e^{-2kh}=0.$$

For the electrons take

$$\varepsilon_i(\omega)=1+\frac{n_i^2-1}{1-x^2},\qquad x=\frac{\omega}{\omega_e},\qquad \omega_e=2\pi\nu_e,$$

and define $D=n_1^2-n_3^2$ and $S=n_1^2+n_3^2$. Then

$$\varepsilon_1-\varepsilon_3=\frac{D}{1-x^2},\qquad
\varepsilon_1+\varepsilon_3=2+\frac{S-2}{1-x^2}=\frac{S-2x^2}{1-x^2}.$$

The common denominator cancels, so $\Delta=D/(S-2x^2)$. The mode condition becomes $S-2x^2=\pm De^{-kh}$, with solutions

$$\omega_\pm^2=\frac{\omega_e^2}{2}\left(S\pm De^{-kh}\right).$$

At large separation both frequencies tend to $\omega_0=\omega_e\sqrt{S/2}$. Bulk modes do not depend on $h$ and drop out of $G$.

### (b) Electronic contribution

The surface quantum is $\hbar\omega_0=18.4$ eV, about 700 times $kT$. These modes are therefore in their ground states, and their free energy is their zero-point energy. Set $u=(D/S)e^{-kh}$, so that $\omega_\pm=\omega_0\sqrt{1\pm u}$. From $\sqrt{1\pm u}=1\pm u/2-u^2/8+\dots$, the linear terms cancel in the sum:

$$\frac{\hbar}{2}(\omega_++\omega_--2\omega_0)
\simeq\frac{\hbar\omega_0}{2}\left(-\frac{u^2}{4}\right)
=-\frac{\hbar\omega_0D^2}{8S^2}e^{-2kh}.$$

The upper mode rises by less than the lower one falls. This lowering of the zero-point energy is the electronic attraction.

The number of wavevectors per surface area is $d^2k/(2\pi)^2=k\,dk/(2\pi)$ after integration over direction. Since $\int_0^\infty k e^{-2kh}dk=1/(4h^2)$,

$$\int_0^\infty\frac{k\,dk}{2\pi}e^{-2kh}=\frac{1}{8\pi h^2},
\qquad
G_{\rm el}=-\frac{\hbar\omega_0D^2}{64\pi S^2h^2}.$$

Comparison with $-A/(12\pi h^2)$ gives $A_{\rm el}=3\hbar\omega_0D^2/(16S^2)$. Finally insert $\hbar\omega_0=h_{\rm P}\nu_e\sqrt{S/2}$, where $h_{\rm P}$ is Planck's constant:

$$A_{\rm el}=\frac{3h_{\rm P}\nu_e}{16\sqrt2}\,
\frac{(n_1^2-n_3^2)^2}{(n_1^2+n_3^2)^{3/2}}.$$

The expansion is good here because $D/S=0.086$. Numerical integration of the unexpanded zero-point energy changes $A_{\rm el}$ by less than 0.1%.

### (c) Zero-frequency contribution

For a medium made of oscillators, $\mathcal D$ is a ratio of polynomials in $\omega^2$. Its zeros are the squared mode frequencies at separation $h$. Its poles are those at infinite separation, where the mode condition is $\varepsilon_1+\varepsilon_3=0$. At very high frequency $\varepsilon_i\to1$, hence $\mathcal D\to1$, which fixes the prefactor:

$$\mathcal D(\omega)=\prod_j\frac{\omega^2-\omega_j^2(h)}{\omega^2-\omega_j^2(\infty)},
\qquad
\mathcal D(0)=\prod_j\frac{\omega_j^2(h)}{\omega_j^2(\infty)}.$$

Treat the slow modes as classical. This is rough for the lattice vibrations of silica, whose quanta exceed $kT$; the frequency sum in part (d) accounts for the difference. The classical free energies add to $kT\sum_j\ln[\omega_j(h)/\omega_j(\infty)]$. Each logarithm is half the logarithm of the squared ratio, so for each wavevector

$$F_0=\frac{kT}{2}\ln\left(1-\Delta_0^2e^{-2kh}\right)
\simeq-\frac{kT}{2}\Delta_0^2e^{-2kh},$$

where $\Delta_0$ contains the static permittivities. The wavevector integral from part (b) gives $G_0=-kT\Delta_0^2/(16\pi h^2)$, and therefore

$$A_0=\frac34kT\left(\frac{\varepsilon_1-\varepsilon_3}{\varepsilon_1+\varepsilon_3}\right)^2.$$

Water dipoles relax rather than oscillate. The result still applies, because a classical equilibrium free energy depends on the stiffness against polarization, while masses contribute a factor independent of $h$ and friction does not enter.

One small overlap remains. The static product also includes the fast electronic modes, which were already counted in part (b). Their factor is $1-(D/S)^2e^{-2kh}$, so strictly $(3/4)kT(D/S)^2$ should be subtracted. The Tabor–Winterton formula leaves this out:

$$A=A_0+A_{\rm el}.$$

Both terms contain a squared difference and are otherwise symmetric in the two media, so exchanging silica and water leaves $A$ unchanged. Matching the refractive indices removes the electronic term but not the static one.

### (d) Numbers

At 298 K, $kT=4.114$ zJ. The static contrast is

$$\Delta_0=\frac{3.8-78}{3.8+78}=-0.9071,\qquad \Delta_0^2=0.8228,$$

$$A_0=0.75\times4.114\times0.8228=2.54\ \text{zJ}.$$

For the electronic term, $n_1^2=2.1025$ and $n_3^2=1.7689$. Thus $D=0.3336$, $S=3.8714$, $D^2=0.11129$ and $S^{3/2}=7.6173$. With $h_{\rm P}\nu_e=2120.3$ zJ,

$$A_{\rm el}=\frac{3\times2120.3}{16\sqrt2}\times\frac{0.11129}{7.6173}=4.11\ \text{zJ}.$$

The total is

$$A=2.54+4.11=6.65\ \text{zJ}\approx6.6\times10^{-21}\ \text{J}=1.6\,kT.$$

The electronic part supplies 62%. The two parts are comparable for opposite reasons: the static contrast is large but is multiplied by the small energy $kT$, whereas the electronic contrast is small but is multiplied by a large quantum.

To read the size of $A$, ask what area of facing surface is bound by one $kT$. Setting $A/(12\pi h^2)$ times the area equal to $kT$ gives an area of $12\pi h^2/1.615\approx23h^2$, or about 23 nm² at a gap of 1 nm.

### How far the total can be trusted

Each change below is taken alone, with the other inputs fixed.

**Static expansion.** Since $\Delta_0^2$ is not small, keep the whole logarithm. Its $s$th term contains $\Delta_0^{2s}/s$, and its wavevector integral brings another $1/s^2$. Thus $\Delta_0^2$ is replaced by $\sum_{s\ge1}\Delta_0^{2s}/s^3$. The static part rises from 2.54 to 2.91 zJ, or by 14%. The double-counted electronic part is just 0.02 zJ.

**Refractive indices.** Raising $n_1$ by 0.01 raises $A_{\rm el}$ by 0.69 zJ, or 17%, because the term depends on the square of a small difference. The visible indices also lie slightly above their low-frequency electronic limits. In the oscillator model the correction multiplies each $n_i^2-1$ by $1-(\omega_{\rm vis}/\omega_e)^2$. For indices measured at 589 nm this lowers $A_{\rm el}$ by 0.13 zJ.

**Other frequencies.** To include infrared absorption, write the free energy of any oscillator as $kT\ln[2\sinh(\hbar\omega/2kT)]$. The product $\sinh y=y\prod_{n\ge1}[1+y^2/(\pi n)^2]$ turns this into

$$kT\left[\ln\frac{\hbar\omega}{kT}+\sum_{n\ge1}\ln\left(1+\frac{\omega^2}{\xi_n^2}\right)\right],\qquad \xi_n=\frac{2\pi nkT}{\hbar}.$$

Summing over modes and subtracting infinite separation, the product form of $\mathcal D$ gives $kT[\tfrac12\ln\mathcal D(0)+\sum_{n\ge1}\ln\mathcal D(i\xi_n)]$. The wavevector integral then yields

$$A=\frac32kT\left[\frac12L(0)+\sum_{n\ge1}L(\xi_n)\right],\qquad
L(\xi)=\sum_{s\ge1}\frac{\Delta(i\xi)^{2s}}{s^3}.$$

Damping can be represented by coupling to many further oscillators, so the response at $i\xi_n$ still enters in this way. For the electronic model, the numerical sum over $n\ge1$ is 4.09 zJ, close to the closed formula.

Now add rough infrared strengths to the permittivities. For silica, divide $\varepsilon_1-n_1^2$ equally between 0.06 and 0.13 eV. For water, use strengths 1.5, 1.0 and 0.1 at 0.02, 0.07 and 0.4 eV, and assign the rest to dipole relaxation, with the response $1/(1+\hbar\xi/E_r)$ and $E_r=7\times10^{-5}$ eV. The sum over $n\ge1$ changes by −0.04 zJ. This small change is a near-cancellation: the silica bands alone would raise the sum by 0.26 zJ, while the water terms lower it. With these strengths, the net effect of the infrared outside the static term is small, but the balance depends on them: doubling the three water strengths, with the rest again assigned to dipole relaxation, makes the change −0.19 zJ.

**Salt.** In 10 mM of a 1:1 salt the Debye length is $1/\kappa=3.0$ nm. For static fields, the water potential then decays with $q=\sqrt{k^2+\kappa^2}$ instead of $k$. Repeating the matching gives $\Delta_0=(\varepsilon_3q-\varepsilon_1k)/(\varepsilon_3q+\varepsilon_1k)$, up to a sign that disappears on squaring, and the exponential becomes $e^{-2qh}$. Define an effective constant at each gap by $A(h)=-12\pi h^2G(h)$. Numerical integration reduces the static part from 2.91 zJ to 2.45 zJ at 1 nm and 0.44 zJ at 5 nm.

**Retardation.** With a finite speed of light $c$, the decay constants at $i\xi_n$ are $\kappa_i=\sqrt{k^2+\varepsilon_i\xi_n^2/c^2}$. Matching the fields for the two polarizations replaces $\Delta$ by

$$\frac{\varepsilon_1\kappa_3-\varepsilon_3\kappa_1}{\varepsilon_1\kappa_3+\varepsilon_3\kappa_1}
\quad\text{and}\quad
\frac{\kappa_3-\kappa_1}{\kappa_3+\kappa_1},$$

and $e^{-2kh}$ by $e^{-2\kappa_3h}$. Adding both logarithms and integrating numerically reduces the electronic sum from 4.09 zJ to 3.92 zJ at 1 nm and 3.02 zJ at 5 nm. At 5 nm in this salt solution, the two parts together give about 3.5 zJ, half their unscreened, unretarded value of 7.0 zJ.

**The real rinse.** The inputs are of the right size for silica in water near room temperature, but a deposited oxide can differ in density and index from the silica assumed here. Real surfaces are also rough, hydrated and usually negatively charged in water near neutral pH. Charge adds a double-layer force that is not part of $A$; roughness and hydration alter the interaction near contact and are not sized here. At molecular separations, a sharp boundary and a bulk permittivity cease to be good descriptions. The constant is therefore an estimate of several zJ, not a prediction of the force needed to remove a particle. Of the spectral changes tried here, a 10% mismatch between the two ultraviolet frequencies has the largest effect; the second variation works it out.

## Variation 1: a hot rinse

**Question.** The rinse is heated to 350 K, where the static permittivity of water is roughly 61. Find the new static term, holding the silica permittivity and all electronic inputs fixed.

**Solution.** The squared contrast becomes

$$\left(\frac{3.8-61}{3.8+61}\right)^2=0.779.$$

It falls by about 5%, while $kT$ rises by the factor $350/298=1.174$. The product gives

$$A_0=2.54\times1.174\times\frac{0.779}{0.823}\approx2.82\ \text{zJ}.$$

The increase is 0.28 zJ, or 11% of the static term, and the total becomes 6.9 zJ. Heating lowers the static permittivity of water, but for these values the larger thermal energy outweighs the reduced contrast. The question excludes the change in the water index, but in a real rinse it is the larger effect. The density of water falls from about 997 to 974 kg/m³. If $(n_3^2-1)/(n_3^2+2)$ scales with density, $n_3$ drops by about 0.009, which raises $A_{\rm el}$ by about 0.6 zJ, twice the rise of the static term.

## Variation 2: two ultraviolet frequencies

**Question.** Keep silica at $\nu_e$ but move the water absorption to $f\nu_e$, with $f=0.9$ or $1.1$. The refractive indices are held fixed as low-frequency electronic values. How does the electronic part change?

**Solution.** The resonance factors no longer cancel in $\Delta$, so use the frequency sum with

$$\varepsilon_1(i\xi)=1+\frac{n_1^2-1}{1+\xi^2/\omega_e^2},\qquad
\varepsilon_3(i\xi)=1+\frac{n_3^2-1}{1+\xi^2/(f\omega_e)^2}.$$

Numerical summation over $n\ge1$ gives:

| $f$ | Electronic part (zJ) | Change (zJ) |
|---:|---:|---:|
| 0.9 | 5.69 | +1.60 |
| 1.0 | 4.09 | 0 |
| 1.1 | 2.98 | −1.11 |

At every $\xi>0$, $\varepsilon_3(i\xi)$ grows with $f$ while $\varepsilon_1(i\xi)$ is fixed, and for these three values of $f$ water stays below silica. About 40% of the change comes from $\xi<\omega_e$ and the rest from higher frequencies. The effect is easiest to see at large $\xi$, where

$$\varepsilon_1-\varepsilon_3\simeq\frac{\omega_e^2}{\xi^2}
\left[(n_1^2-1)-f^2(n_3^2-1)\right].$$

The bracket is $1.1025-0.7689=0.334$ for equal frequencies. It becomes 0.480 for $f=0.9$ and 0.172 for $f=1.1$. Within this range, raising the water frequency lets water respond further into the ultraviolet and brings its permittivity closer to that of silica. The trend does not continue indefinitely: the bracket changes sign at $f\approx1.2$, and the electronic part reaches a minimum of about 2.0 zJ near $f=1.3$–$1.4$ and then rises again.

A 10% frequency mismatch thus changes the electronic part by 39% or −27%, depending on its direction. Equal frequencies make the closed formula possible, but for two media with such similar indices they also limit its accuracy. A more reliable value needs the absorption spectra of both media, used in the same frequency sum. Even then the result depends on the spectra chosen: common oscillator fits to the ultraviolet spectrum of water differ enough to move the total between roughly 4.5 and 8.5 zJ.

Numerical values quoted here were computed with a short program.
